# Why the best gauge origin does not remove the paramagnetic magnetisability

## Definitions and conventions

Atomic units are used in the algebra, and the electron has charge \(-1\). Consider \(N\) electrons in the field of clamped nuclei, with a local external potential \(v(\mathbf r)\), no spin-orbit coupling, and a non-degenerate singlet ground state \(|0\rangle\) with a real wavefunction. A uniform field \(\mathbf B=B\mathbf n\), with \(|\mathbf n|=1\), is described by

\[
\mathbf A(\mathbf r)=\tfrac12\,\mathbf B\times(\mathbf r-\mathbf O),
\]

where \(\mathbf O\) is the gauge origin. The magnetisability \(\xi\) along \(\mathbf n\) is defined by \(E(B)=E_0-\tfrac12\xi B^2+\dots\), so a positive \(\xi\) means that the field lowers the energy. The spin Zeeman term gives nothing, because the total spin annihilates a singlet.

The kinetic energy of one electron is

\[
\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2 ,
\]

since \(\nabla\cdot\mathbf A=0\) lets \(\mathbf p\) and \(\mathbf A\) change places. With \(\mathbf A\cdot\mathbf p=\tfrac12\mathbf B\cdot[(\mathbf r-\mathbf O)\times\mathbf p]\), the Hamiltonian becomes

\[
H=H_0+\tfrac12B\,\mathbf n\cdot\mathbf L_O+\tfrac18B^2\sum_i|\mathbf n\times(\mathbf r_i-\mathbf O)|^2 ,
\]

with \(\mathbf L_O=\sum_i(\mathbf r_i-\mathbf O)\times\mathbf p_i\). The linear energy vanishes: \(\mathbf L_O\) is Hermitian and purely imaginary, so its mean in a real state is zero. Let \(\omega_k=E_k-E_0>0\). Collecting the terms in \(B^2\) and multiplying by \(-2\) gives \(\xi=\xi^d+\xi^p\), where

\[
\xi^d(\mathbf O)=-\tfrac14\Big\langle\sum_i|\mathbf n\times(\mathbf r_i-\mathbf O)|^2\Big\rangle,\qquad
\xi^p(\mathbf O)=\tfrac12\sum_{k\ne0}\frac{|\langle k|\mathbf n\cdot\mathbf L_O|0\rangle|^2}{\omega_k}.
\]

The sum includes the continuum. The diamagnetic part \(\xi^d\) is never positive and the paramagnetic part \(\xi^p\) is never negative.

## The belief and its appeal

The belief is that \(\xi^p\) is an artefact of a badly placed origin, and that the best origin removes it. There is a sound observation behind it. The split depends on \(\mathbf O\), while the energy does not. For a closed-shell atom, an origin at the nucleus gives \(\xi^p=0\), and an origin off the line through the nucleus along the field gives \(\xi^p>0\). In that case the whole paramagnetic part really is produced by the displacement.

The step from atom to molecule is where the argument fails. A choice of origin has three adjustable numbers. They suffice to find a minimum of \(\xi^p\), but the value at the minimum is a property of the state.

## What moving the origin does

Let \(\mathbf R=\sum_i\mathbf r_i\), \(\mathbf P=\sum_i\mathbf p_i\), and let \(\mathbf C=\langle\mathbf R\rangle/N\) be the electronic centroid. Put \(\mathbf d=\mathbf O-\mathbf C\) and \(\mathbf u=\mathbf n\times\mathbf d\). Then \(\mathbf L_O=\mathbf L_C-\mathbf d\times\mathbf P\), and the cyclic property of the triple product gives

\[
\mathbf n\cdot\mathbf L_O=a-\mathbf u\cdot\mathbf P,\qquad a=\mathbf n\cdot\mathbf L_C .
\]

Squaring the matrix elements produces three terms:

\[
\xi^p(\mathbf O)=\xi^p(\mathbf C)+Q+X,
\]
\[
Q=\tfrac12\sum_{k\ne0}\frac{|\langle k|\mathbf u\cdot\mathbf P|0\rangle|^2}{\omega_k},\qquad
X=-\mathrm{Re}\sum_{k\ne0}\frac{\langle0|a|k\rangle\langle k|\mathbf u\cdot\mathbf P|0\rangle}{\omega_k}.
\]

A local potential commutes with \(\mathbf R\), so \([H_0,\mathbf R]=-i\mathbf P\). Taking the matrix element between \(k\) and \(0\) yields \(\langle k|\mathbf P|0\rangle=i\omega_k\langle k|\mathbf R|0\rangle\), which cancels the denominators. The missing term \(k=0\) may then be added, because \(\langle\mathbf P\rangle=0\) and \(\langle a\rangle=0\). Completeness gives

\[
Q=\tfrac i2\langle(\mathbf u\cdot\mathbf P)(\mathbf u\cdot\mathbf R)\rangle .
\]

Since \(Q\) is real, it equals the average of this expression and its complex conjugate:

\[
Q=\tfrac i4\langle[\mathbf u\cdot\mathbf P,\mathbf u\cdot\mathbf R]\rangle=\tfrac i4(-iN|\mathbf u|^2)=\tfrac N4|\mathbf u|^2 .
\]

The cross term is treated in the same way. A constant may be subtracted from \(\mathbf R\) inside a commutator, and the rotation rule \([L_\alpha,r_\beta]=i\epsilon_{\alpha\beta\gamma}r_\gamma\) then applies about \(\mathbf C\):

\[
X=-\mathrm{Re}\,\{i\langle a\,\mathbf u\cdot\mathbf R\rangle\}
=-\tfrac i2\langle[a,\mathbf u\cdot(\mathbf R-N\mathbf C)]\rangle
=\tfrac12(\mathbf n\times\mathbf u)\cdot\langle\mathbf R-N\mathbf C\rangle=0 .
\]

The last factor is zero by the definition of the centroid. Hence

\[
\boxed{\;\xi^p(\mathbf O)=\xi^p(\mathbf C)+\tfrac N4\,|\mathbf n\times(\mathbf O-\mathbf C)|^2\;}
\]

For the diamagnetic part, expand \(|\mathbf n\times(\mathbf r_i-\mathbf C)-\mathbf n\times\mathbf d|^2\). The mean of the middle term vanishes at the centroid, and \(\xi^d(\mathbf O)=\xi^d(\mathbf C)-\tfrac N4|\mathbf n\times\mathbf d|^2\). The total is unchanged.

For one field direction, every origin on the line through \(\mathbf C\) parallel to \(\mathbf n\) is equally good. The centroid is the point that serves all directions. The derivation needs a local potential and a complete set of states; a non-local pseudopotential spoils the relation between \(\mathbf P\) and \(\mathbf R\), and a truncated sum spoils the completeness step.

## When the minimum is zero

Every term in \(\xi^p\) is non-negative, so it vanishes if and only if \(\langle k|\mathbf n\cdot\mathbf L_O|0\rangle=0\) for all \(k\ne0\). This says that

\[
\mathbf n\cdot\mathbf L_O|0\rangle=\lambda|0\rangle ,
\]

and \(\lambda=\langle0|\mathbf n\cdot\mathbf L_O|0\rangle=0\). The ground state must be an eigenstate of the angular momentum along the field, about an axis which, by the boxed law, passes through \(\mathbf C\).

This condition restricts the nuclei. A state annihilated by \(\mathbf n\cdot\mathbf L_C\) is unchanged when all electrons are rotated together about the axis. Kinetic energy and electron repulsion are also unchanged. Subtracting the rotated Schrödinger equation from the original one leaves

\[
\sum_iw(\mathbf r_i)\,\Psi_0=0,\qquad w(\mathbf r)=v(\mathcal R\mathbf r)-v(\mathbf r),
\]

for every rotation \(\mathcal R\) about the axis. Assume that \(\Psi_0\) is zero at most on a set of zero volume. Then \(\sum_iw(\mathbf r_i)=0\) for almost all positions. Moving one electron with the others fixed shows that \(w\) is constant, and \(Nw=0\) makes it zero. The potential is therefore symmetric about the axis. Conversely, if it is, \(\mathbf n\cdot\mathbf L_C\) commutes with \(H_0\), and a non-degenerate real ground state is annihilated by it.

A linear molecule thus has \(\xi^p=0\) for a field along its axis and an origin on that axis. For all three components to vanish, \(v\) must be spherical about \(\mathbf C\). A nucleus away from \(\mathbf C\) would have to be repeated over a whole sphere, so a single nucleus at \(\mathbf C\) is the one possibility. No molecule with two or more nuclei qualifies.

## A case that can be solved by hand

Take one electron in a plane and ignore its spin, so that only the orbital response is counted and the spatial ground state is real and non-degenerate. Use the potential \(\tfrac12(\omega_x^2x^2+\omega_y^2y^2)\) and the field normal to the plane. The ground state is \(\psi_0\propto e^{-(\omega_xx^2+\omega_yy^2)/2}\), so \(p_x\psi_0=i\omega_xx\psi_0\), and likewise for \(y\). About the centre,

\[
L\psi_0=(xp_y-yp_x)\psi_0=i(\omega_y-\omega_x)\,xy\,\psi_0 .
\]

The function \(xy\psi_0\) has one quantum in each direction and lies \(W=\omega_x+\omega_y\) above the ground state. With \(\langle x^2\rangle=1/(2\omega_x)\) and \(\langle y^2\rangle=1/(2\omega_y)\),

\[
\langle L^2\rangle=\frac{(\omega_y-\omega_x)^2}{4\omega_x\omega_y},\qquad
\xi^p=\frac{\langle L^2\rangle}{2W},\qquad
\xi^d=-\frac14\Big(\frac1{2\omega_x}+\frac1{2\omega_y}\Big)=-\frac{1}{2W}\,\frac{W^2}{4\omega_x\omega_y}.
\]

Because \(W^2-(\omega_y-\omega_x)^2=4\omega_x\omega_y\), the total is \(\xi=-1/(2W)\).

For quanta of 2 and 5 eV, \(\langle L^2\rangle=9/40=0.225\) and \(W^2/(4\omega_x\omega_y)=49/40=1.225\). All magnetisabilities below are in units of \(10^{-10}\) eV/T². The total is \(-9.573\), so \(\xi^p=0.225\times9.573=2.154\) and \(\xi^d=-1.225\times9.573=-11.727\). This is the best origin, and \(\xi^p\) is not zero. Moving the origin by 1 Å costs 4.397 per electron: \(\xi^p\) rises to 6.551 and \(\xi^d\) falls to \(-16.124\), with the same sum.

Two limits show the meaning. For \(\omega_x=\omega_y\) the state is round, \(L\psi_0=0\), and \(\xi^p\) vanishes. For \(\omega_y\to\infty\) the electron is confined to a line; then \(\xi^p\to1/(8\omega_x)\) and \(\xi^d\to-1/(8\omega_x)\). An electron on a line encloses no flux and has no response, and at the best origin this appears as a complete cancellation between two finite parts.

## Origins are not all gauges

A shift of origin adds a constant vector to \(\mathbf A\). A general gauge change adds \(\nabla\chi\) with any \(\chi(\mathbf r)\), and this can do more. For the oscillator let \(\mathbf A=B(-\alpha y,\beta x)\) with \(\alpha+\beta=1\), which has the correct curl. Then

\[
\mathbf A\cdot\mathbf p\,\psi_0=iB(\beta\omega_y-\alpha\omega_x)\,xy\,\psi_0 ,
\]

which is zero for \(\alpha=\omega_y/W\), \(\beta=\omega_x/W\). In this gauge there is no paramagnetic part, and

\[
\xi=-\langle\alpha^2y^2+\beta^2x^2\rangle=-\frac{\omega_y+\omega_x}{2W^2}=-\frac1{2W},
\]

as before. A weaker form of the belief, with "gauge" in place of "gauge origin", is therefore true for this electron.

It is not true in general. In any gauge linear in \(B\), the diamagnetic part is \(-\langle\sum_iA^2(\mathbf r_i)\rangle/B^2\le0\). Hence \(\xi^p=\xi-\xi^d\ge\xi\). If a closed-shell molecule has \(\xi>0\), no gauge linear in \(B\) removes its paramagnetic part.

## The mean-field form of the argument

The molecular example uses restricted Hartree-Fock theory, so the law must be recovered there. Let \(i,j\) label real occupied orbitals, \(a,b\) real virtual ones, and \(\varepsilon\) their energies. The field mixes them as \(\phi_i\to\phi_i+i\sum_a\kappa_{ai}\phi_a\), apart from normalisation, with real \(\kappa\). The density is unchanged to first order, so of the electron repulsion only exchange responds. The change of the density matrix is \(2i\sum\kappa_{ai}(|a\rangle\langle i|-|i\rangle\langle a|)\). Inserting it in the exchange energy, and adding the orbital-energy cost \(2\sum\kappa_{ai}^2(\varepsilon_a-\varepsilon_i)\), gives \(2\kappa^{T}M\kappa\), where

\[
M_{ai,bj}=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)+(ib|ja)-(ij|ab).
\]

Here \((pq|rs)\) is the repulsion between the products \(\phi_p\phi_q\) and \(\phi_r\phi_s\). With \(g_{ai}=\langle a|\mathbf n\cdot[(\mathbf r-\mathbf O)\times\nabla]|i\rangle\), the coupling to the field is \(-2B\kappa^{T}g\). The minimum is at \(M\kappa=\tfrac12Bg\), with energy \(-\tfrac12B^2g^{T}M^{-1}g\), so

\[
\xi^p=g^{T}M^{-1}g .
\]

For a stable state \(M\) is positive definite. Then \(\xi^p=0\) if and only if \(g=0\), which means that the angular momentum does not take the determinant out of itself: the eigenstate condition again.

The origin law also survives. A gauge change multiplies every orbital by the same phase \(e^{-i\chi}\), which turns determinants into determinants, so the Hartree-Fock energy does not depend on \(\mathbf O\) in a complete basis. Since \(\xi^d\) falls by \(\tfrac N4|\mathbf n\times\mathbf d|^2\) from its value at the Hartree-Fock centroid, \(\xi^p\) must rise by the same amount. A finite basis does not contain the phase factors in full, and the law then holds approximately.

## A molecule that refutes the belief

Consider BH with a chosen bond length of 1.23 Å, boron at \(z=0\), and an uncontracted aug-cc-pVTZ basis without f functions but with extra tight p and d functions on boron. The lowest eigenvalue of \(M\) is 1.93 eV, so the state is stable against this kind of mixing. It is not stable against spin polarisation: the corresponding triplet Hessian has an eigenvalue near \(-1.28\) eV, so an unrestricted determinant lies lower. The figures below belong to the restricted singlet solution. The centroid lies at \(z=0.144\) Å. For a field perpendicular to the bond:

| Origin | \(\xi^d\) | \(\xi^p\) | \(\xi\) |
|---|---:|---:|---:|
| B nucleus | −21.98 | 56.95 | 34.97 |
| centroid | −21.43 | 56.41 | 34.98 |
| H nucleus | −52.52 | 87.37 | 34.85 |

Going from boron to the centroid lowers \(\xi^p\) by 0.54. The law predicts \(6\times4.397\times0.1443^2=0.55\). From the centroid to hydrogen the distance is \(1.23-0.144=1.086\) Å, and the predicted rise is \(6\times4.397\times1.086^2=31.1\), against 30.97 computed. The best origin removes what the poor origin added, and 56.41, or 11.45 atomic units, remains.

The total is positive: 34.98, or 7.10 atomic units. By the inequality above, at this level of theory the perpendicular paramagnetic part is at least that large in every gauge linear in \(B\). Self-consistent calculations in a finite field gave 34.93 with the origin at the centroid and 34.80 with it at hydrogen, within 0.2% of the response values at the same origins. The small gap comes from terms of fourth order in \(B\) in the energy: with the origin at the centroid it is 0.013, 0.051 and 0.203 at fields of 0.002, 0.004 (the field used here) and 0.008 atomic units, growing as \(B^2\).

The spread of 0.13 among the totals in the table is a basis error: in a larger uncontracted aug-cc-pVQZ basis with f functions on boron it falls to 0.03. In that basis \(\xi^p\) at the centroid is 56.46, the total 35.03 and the average over directions 19.24, so the BH figures quoted here are converged with respect to basis only to about 0.05. The curvature of the computed \(\xi^p\) corresponds to 5.966 electrons instead of 6, and its minimum lies within 0.001 Å of the centroid.

A field along the bond gives the opposite case. The four σ electrons of the valence shell and the two of the core have no angular momentum about the axis, and \(\xi^p\) is zero to rounding with the origin on it. Moving the origin 1 Å off the axis creates 26.2 from nothing. The average over directions is \((2\times34.98-12.37)/3=19.20\), still positive.

The free ion B⁺ shows where the belief is right. With the origin at the nucleus, \(\xi^p\) is zero to rounding in all three directions. An origin 1 Å away, perpendicular to the field, gives 17.49, close to \(4\times4.397=17.59\). Here the paramagnetic part is entirely due to the origin. In BH the second nucleus breaks the spherical symmetry, and no displacement of the origin restores it.

These molecular values omit electron correlation, nuclear vibration and relativity, so they are not predictions of a measured magnetisability. The origin law and the eigenstate condition were derived for the correlated state as well, and do not rest on them. The complete figures are in the numerical output below.

## Numbers as computed

```
Atomic unit of magnetisability: 4.9252 1e-10 eV/T^2
Origin cost per electron, field normal to shift: 4.3971 1e-10 eV/T^2 per angstrom^2
-- planar oscillator, one electron
Quantum along x: 2.0 eV
Quantum along y: 5.0 eV
Variance of L about the centre: 0.2250 hbar^2
Diamagnetic part, origin at centre: -11.7269 1e-10 eV/T^2
Paramagnetic part, origin at centre: 2.1539 1e-10 eV/T^2
Total: -9.5730 1e-10 eV/T^2
Origin displacement along x: 1.0 angstrom
Diamagnetic part, displaced origin: -16.1239 1e-10 eV/T^2
Paramagnetic part, displaced origin: 6.5510 1e-10 eV/T^2
Total from energy in a finite field: -9.5729 1e-10 eV/T^2
Total in the gauge without first-order response: -9.5730 1e-10 eV/T^2
Paramagnetic part for equal quanta: 0.0e+00 1e-10 eV/T^2
-- BH, coupled RHF, B at z = 0, H at z = bond length
Bond length: 1.23 angstrom
Basis functions: 80, electrons: 6
RHF energy: -683.837 eV
Lowest eigenvalue of magnetic Hessian: 1.927 eV
Electronic centroid z: 0.1443 angstrom
Computed minimum of perpendicular para part, z: 0.1435 angstrom
Effective electron number from curvature: 5.9660 (pure number)
Perpendicular dia, origin B nucleus: -21.975 1e-10 eV/T^2
Perpendicular para, origin B nucleus: 56.946 1e-10 eV/T^2
Perpendicular total, origin B nucleus: 34.971 1e-10 eV/T^2
Perpendicular dia, origin centroid: -21.426 1e-10 eV/T^2
Perpendicular para, origin centroid: 56.406 1e-10 eV/T^2
Perpendicular total, origin centroid: 34.980 1e-10 eV/T^2
Perpendicular dia, origin H nucleus: -52.523 1e-10 eV/T^2
Perpendicular para, origin H nucleus: 87.371 1e-10 eV/T^2
Perpendicular total, origin H nucleus: 34.847 1e-10 eV/T^2
Perpendicular para at centroid, converted: 11.452 a.u.
Perpendicular total at centroid, converted: 7.102 a.u.
Finite-field total, origin centroid: 34.929 1e-10 eV/T^2
Finite-field total, origin H nucleus: 34.796 1e-10 eV/T^2
Parallel dia, origin centroid: -12.369 1e-10 eV/T^2
Parallel para, origin centroid: 2.3e-25 1e-10 eV/T^2
Parallel para, origin 1 angstrom off axis: 26.233 1e-10 eV/T^2
Average total, origin centroid: 19.197 1e-10 eV/T^2
-- free ion B+, coupled RHF
Largest para part, origin nucleus: 1.8e-26 1e-10 eV/T^2
Para part, origin 1 angstrom away: 17.492 1e-10 eV/T^2
N d^2/4 for the same shift: 17.588 1e-10 eV/T^2
```
